# Nickel and silicon flux fractions from inert markers in a silicide: a program that tests the result

```python
"""
Inert markers starting at a Ni/Si contact, inside a growing silicide Ni_a Si_b.
Result under test:
    f_Ni = a*x_S / (a*x_S + b*x_N)
x_S: silicide thickness between markers and silicon (nm)
x_N: silicide thickness between markers and nickel (nm)
f_Ni: Ni share of all atoms that crossed the marker plane, both directions
      counted positive, fluxes taken relative to the silicide lattice.
Independent road: conservation of Ni and Si at each moving interface, solved
in the frame of the unreacted wafer; markers are carried by the local lattice.
The z axis points from the wafer to the free nickel surface.
"""
import numpy as np
from scipy.integrate import solve_ivp

# Rough typical volumes, nm^3 per atom or per formula unit
V_NI, V_SI = 0.0109, 0.0200
PHASES = {"Ni2Si": (2, 1, 0.0328), "NiSi": (1, 1, 0.0243),
          "NiSi2": (1, 2, 0.0395)}
FILM = 200.0        # initial nickel thickness, nm
DURATION = 3600.0   # simulated anneal, s


def interface_motion(concentrations, fluxes):
    """Return interface velocities and lattice velocities of all regions.

    Regions run from silicon (at rest) to nickel. Fluxes are signed and
    relative to each region's own lattice; columns are Ni and Si.
    """
    count = len(concentrations) - 1
    matrix = np.zeros((2 * count, 2 * count))
    rhs = np.zeros(2 * count)
    for k in range(count):
        for s in range(2):
            row = 2 * k + s
            low, high = concentrations[k][s], concentrations[k + 1][s]
            matrix[row, k] = high - low
            if k > 0:
                matrix[row, count + k - 1] = low
            matrix[row, count + k] = -high
            rhs[row] = fluxes[k + 1][s] - fluxes[k][s]
    solution = np.linalg.solve(matrix, rhs)
    return solution[:count], np.concatenate(([0.0], solution[count:]))


def simulate(names, flux_law, duration=DURATION, offset=0.0):
    """Grow the named layers (silicon side first) and follow one marker.

    flux_law(t, thicknesses) gives rows of positive (J_Ni, J_Si).
    The marker starts at z = offset; its silicide is the topmost layer.
    """
    layers = [(PHASES[n][0] / PHASES[n][2], PHASES[n][1] / PHASES[n][2])
              for n in names]
    conc = np.array([(0.0, 1 / V_SI)] + layers + [(1 / V_NI, 0.0)])
    m = len(names)

    def rates(t, state):
        edges, marker = state[:m + 1], state[m + 1]
        magnitude = np.array(flux_law(t, np.diff(edges)), dtype=float)
        signed = np.zeros((m + 2, 2))
        signed[1:-1, 0] = -magnitude[:, 0]
        signed[1:-1, 1] = magnitude[:, 1]
        edge_speed, lattice_speed = interface_motion(conc, signed)
        if marker > edges[-1]:
            home, crossing = m + 1, np.zeros(2)
        elif marker < edges[0]:
            home, crossing = 0, np.zeros(2)
        else:
            home, crossing = m, magnitude[-1]
        return np.concatenate((edge_speed, [lattice_speed[home],
                                            lattice_speed[-1]], crossing))

    start = np.zeros(m + 5)
    start[m + 1], start[m + 2] = offset, FILM
    run = solve_ivp(rates, (0, duration), start, rtol=1e-9, atol=1e-9)
    assert run.success
    end = run.y[:, -1]
    edges, marker, surface = end[:m + 1], end[m + 1], end[m + 2]
    assert np.all(np.diff(edges) > 0) and edges[-2] < marker < edges[-1]
    assert surface > edges[-1]          # nickel has not run out
    return edges, marker, surface, end[m + 3], end[m + 4]


def diffusive(share):
    """Fluxes falling with thickness; share(t) is the Ni part of the total."""
    def law(t, thickness):
        total = 200.0 / (thickness[0] + 5.0)
        return [(share(t) * total, (1 - share(t)) * total)]
    return law


def nickel_fraction(a, b, x_s, x_n):
    return a * x_s / (a * x_s + b * x_n)


def marker_depth(a, v, x, x_n):
    return FILM + x_n - a * x * V_NI / v


def marker_rise(b, v, x, x_s):
    return x_s - b * x * V_SI / v


# One silicide: flux fraction, constant relative position, visible positions
largest_error = 0.0
for name, (a, b, v) in PHASES.items():
    for true_share in (0.95, 0.5, 0.2):
        relative = []
        for duration in (DURATION / 4, DURATION):
            edges, mark, surface, n_ni, n_si = simulate(
                [name], diffusive(lambda t: true_share), duration)
            x_s, x_n = mark - edges[0], edges[1] - mark
            x = x_s + x_n
            error = abs(nickel_fraction(a, b, x_s, x_n) - true_share)
            largest_error = max(largest_error, error)
            assert error < 1e-6
            assert abs(a * x_s / v / n_ni - 1) < 1e-6
            assert abs(b * x_n / v / n_si - 1) < 1e-6
            assert abs(surface - mark - marker_depth(a, v, x, x_n)) < 1e-5
            assert abs(mark - marker_rise(b, v, x, x_s)) < 1e-5
            relative.append(x_n / x)
        predicted = a * (1 - true_share) / (a * (1 - true_share)
                                          + b * true_share)
        assert abs(relative[0] - relative[1]) < 1e-6
        assert abs(relative[1] - predicted) < 1e-6
        if name == "Ni2Si" and true_share == 0.5:
            equal_flux_position = relative[1]
        if a != b:                      # thickness share is not flux share
            assert abs((1 - relative[1]) - true_share) > 0.01

# A drifting flux ratio: markers record the integrated fraction
a, b, v = PHASES["Ni2Si"]


def drifting(t):
    return 0.95 - 0.25 * t / DURATION


edges, mark, _, n_ni, n_si = simulate(["Ni2Si"], diffusive(drifting))
drift_inferred = nickel_fraction(a, b, mark - edges[0], edges[1] - mark)
drift_counted = n_ni / (n_ni + n_si)
assert abs(drift_inferred - drift_counted) < 1e-6
assert abs(drift_inferred - drifting(DURATION)) > 0.05

# Two silicides growing together: sum the atoms over layers
edges, mark, _, n_ni, n_si = simulate(
    ["NiSi", "Ni2Si"], lambda t, thickness: [(1.0, 0.1), (1.4, 0.1)])
a1, b1, v1 = PHASES["NiSi"]
ni_below = a1 * (edges[1] - edges[0]) / v1 + a * (mark - edges[1]) / v
si_above = b * (edges[2] - mark) / v
two_phase_inferred = ni_below / (ni_below + si_above)
two_phase_counted = n_ni / (n_ni + n_si)
assert abs(two_phase_inferred - two_phase_counted) < 1e-6
lower_layer_share = 1.0 / 1.1
assert abs(two_phase_inferred - lower_layer_share) > 0.01

# Markers that began 2 nm inside the nickel or inside the silicon
OFFSET = 2.0
for shift in (OFFSET, -OFFSET):
    edges, mark, _, n_ni, n_si = simulate(
        ["Ni2Si"], diffusive(lambda t: 0.9), offset=shift)
    ni_corrected = a * (mark - edges[0]) / v - max(shift, 0) / V_NI
    si_corrected = b * (edges[1] - mark) / v - max(-shift, 0) / V_SI
    # looser: the integrator locates the marker's entry only to finite accuracy
    assert abs(ni_corrected / n_ni - 1) < 1e-4
    assert abs(si_corrected / n_si - 1) < 1e-4

# Worked example
x, x_n = 150.0, 15.0
x_s = x - x_n
n_ni, n_si = a * x_s / v, b * x_n / v
f_ni = nickel_fraction(a, b, x_s, x_n)
ni_used, si_used = a * x * V_NI / v, b * x * V_SI / v
film_left = FILM - ni_used
depth, rise = marker_depth(a, v, x, x_n), marker_rise(b, v, x, x_s)


def share(ni, si):
    return ni / (ni + si)


# Neglected effects, each applied alone to the example
RESOLUTION, HIDDEN, DISSOLVED, RANGE = 5.0, 10.0, 0.01, 0.005
f_shallow = nickel_fraction(a, b, x_s + RESOLUTION, x_n - RESOLUTION)
f_deep = nickel_fraction(a, b, x_s - RESOLUTION, x_n + RESOLUTION)
f_in_ni = share(n_ni - OFFSET / V_NI, n_si)
f_in_si = share(n_ni, n_si - OFFSET / V_SI)
f_hidden = share(a * (x_s - HIDDEN) / v + a1 * HIDDEN / v1, n_si)
# dissolved Si replaces Ni atoms on the sites of the remaining film
si_in_film = DISSOLVED * film_left / V_NI
f_dissolved = share(n_ni, n_si + si_in_film)
sites = (a + b) / v
f_range = share((a / (a + b) - RANGE) * sites * x_s,
                (b / (a + b) - RANGE) * sites * x_n)
WAFER_NM, NI_CEILING_CM3 = 5.0e5, 1.0e15
ni_in_wafer = NI_CEILING_CM3 * 1e-21 * WAFER_NM
f_wafer = share(n_ni + ni_in_wafer, n_si)

print("INPUTS (round data; volumes rough)")
print(f"initial Ni film: {FILM:.0f} nm")
print(f"Ni2Si thickness x: {x:.0f} nm")
print(f"marker to Ni interface x_N: {x_n:.0f} nm")
print(f"marker to Si interface x_S: {x_s:.0f} nm")
print(f"volume per Ni atom: {V_NI:.4f} nm^3")
print(f"volume per Si atom: {V_SI:.4f} nm^3")
print(f"volume per Ni2Si unit: {v:.4f} nm^3")
print(f"volume per NiSi unit: {v1:.4f} nm^3")
print("RESULTS")
print(f"Ni crossed: {n_ni:.0f} nm^-2 = {n_ni * 1e14:.3e} cm^-2")
print(f"Si crossed: {n_si:.0f} nm^-2 = {n_si * 1e14:.3e} cm^-2")
print(f"Ni flux fraction: {f_ni:.4f}")
print(f"Si flux fraction: {1 - f_ni:.4f}")
print(f"flux ratio Ni/Si: {n_ni / n_si:.2f}")
print(f"thickness fraction x_S/x: {x_s / x:.4f}")
print(f"Ni consumed: {ni_used:.1f} nm")
print(f"Ni remaining: {film_left:.1f} nm")
print(f"Si consumed: {si_used:.1f} nm")
print(f"marker depth below surface: {depth:.1f} nm")
print(f"marker rise relative to wafer: {rise:.1f} nm")
print("TEST CASES")
print(f"largest error in one-phase fraction: {largest_error:.1e}")
print(f"Ni2Si, equal fluxes, x_N/x: {equal_flux_position:.4f}")
print(f"drifting ratio, start fraction: {drifting(0):.4f}")
print(f"drifting ratio, final fraction: {drifting(DURATION):.4f}")
print(f"drifting ratio, counted crossings: {drift_counted:.4f}")
print(f"drifting ratio, from marker: {drift_inferred:.4f}")
print(f"two phases, counted at marker: {two_phase_counted:.4f}")
print(f"two phases, from layer sums: {two_phase_inferred:.4f}")
print(f"two phases, fraction in lower NiSi: {lower_layer_share:.4f}")
print("NEGLECTED EFFECTS: Ni fraction if")
print(f"x_N is {x_n - RESOLUTION:.0f} nm, same x: {f_shallow:.4f}")
print(f"x_N is {x_n + RESOLUTION:.0f} nm, same x: {f_deep:.4f}")
print(f"marker began {OFFSET:.0f} nm inside Ni: {f_in_ni:.4f}")
print(f"marker began {OFFSET:.0f} nm inside Si: {f_in_si:.4f}")
print(f"lowest {HIDDEN:.0f} nm is NiSi: {f_hidden:.4f}")
print(f"remaining Ni holds {100 * DISSOLVED:.0f} at.% Si: {f_dissolved:.4f}")
print(f"  that dissolved Si: {si_in_film:.0f} nm^-2")
print(f"counted species each {100 * RANGE:.1f} at.% low: {f_range:.4f}")
print(f"wafer thickness assumed: {WAFER_NM / 1000:.0f} um")
print(f"Ni in wafer, assumed ceiling: {NI_CEILING_CM3:.0e} cm^-3")
print(f"  that dissolved Ni: {ni_in_wafer:.2f} nm^-2")
print(f"  Ni fraction shift: {f_wafer - f_ni:.1e}")
print("all good")
```

Running it gives:

```
INPUTS (round data; volumes rough)
initial Ni film: 200 nm
Ni2Si thickness x: 150 nm
marker to Ni interface x_N: 15 nm
marker to Si interface x_S: 135 nm
volume per Ni atom: 0.0109 nm^3
volume per Si atom: 0.0200 nm^3
volume per Ni2Si unit: 0.0328 nm^3
volume per NiSi unit: 0.0243 nm^3
RESULTS
Ni crossed: 8232 nm^-2 = 8.232e+17 cm^-2
Si crossed: 457 nm^-2 = 4.573e+16 cm^-2
Ni flux fraction: 0.9474
Si flux fraction: 0.0526
flux ratio Ni/Si: 18.00
thickness fraction x_S/x: 0.9000
Ni consumed: 99.7 nm
Ni remaining: 100.3 nm
Si consumed: 91.5 nm
marker depth below surface: 115.3 nm
marker rise relative to wafer: 43.5 nm
TEST CASES
largest error in one-phase fraction: 2.2e-16
Ni2Si, equal fluxes, x_N/x: 0.6667
drifting ratio, start fraction: 0.9500
drifting ratio, final fraction: 0.7000
drifting ratio, counted crossings: 0.8653
drifting ratio, from marker: 0.8653
two phases, counted at marker: 0.9333
two phases, from layer sums: 0.9333
two phases, fraction in lower NiSi: 0.9091
NEGLECTED EFFECTS: Ni fraction if
x_N is 10 nm, same x: 0.9655
x_N is 20 nm, same x: 0.9286
marker began 2 nm inside Ni: 0.9462
marker began 2 nm inside Si: 0.9584
lowest 10 nm is NiSi: 0.9461
remaining Ni holds 1 at.% Si: 0.9374
  that dissolved Si: 92 nm^-2
counted species each 0.5 at.% low: 0.9477
wafer thickness assumed: 500 um
Ni in wafer, assumed ceiling: 1e+15 cm^-3
  that dissolved Ni: 0.50 nm^-2
  Ni fraction shift: 3.0e-06
all good
```
